# Finite-size energy of a periodic Gaussian charge under anisotropic screening: test program

```python
"""
Result under test, for a periodic Gaussian charge in an anisotropic medium:
  E_periodic - E_isolated = E_point + 2 pi q^2 s^2 / V + remainder,
  remainder = -(q^2 / (2 sqrt(det eps))) sum_{R != 0} erfc(d_R/(2 s)) / d_R.
eps: dielectric tensor; s^2 eps: covariance of the Gaussian; V: cell volume;
R: lattice vectors (rows of 'cell' span them); d_R = sqrt(R . eps^-1 . R);
E_point: Madelung energy of point charges in a neutralizing background.
The cell average of the potential is zero. Functions work with q = 1 and
return energies in 1/angstrom; the factor e^2/(4 pi eps0) turns them into eV.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erf, erfc

COULOMB = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10  # eV angstrom


def metric_factor(eps):
    """Matrix F with |r F|^2 = r . eps^-1 . r"""
    return np.linalg.cholesky(np.linalg.inv(eps))


def volume(cell):
    return abs(np.linalg.det(cell))


def metric_lattice(cell, eps, reach):
    """Nonzero lattice vectors in metric coordinates, shorter than reach."""
    t = cell @ metric_factor(eps)
    bound = np.ceil(reach * np.linalg.norm(np.linalg.inv(t), axis=0)).astype(int)
    axes = [np.arange(-b, b + 1) for b in bound]
    index = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    vectors = index @ t
    length = np.linalg.norm(vectors, axis=1)
    return vectors[(length < reach) & (length > 1e-9)]


def point_potential(points, cell, eps, with_origin=False):
    """Zero-average potential of unit point charges by a direct lattice sum
    with a smooth cutoff, minus the background, extrapolated to no cutoff."""
    root = np.sqrt(np.linalg.det(eps))
    size = (volume(cell) / root) ** (1 / 3)
    cuts = size * np.array([3.0, 4.0, 5.0, 6.0])
    x = 1 / cuts**2
    weights = [np.prod([x[j] / (x[j] - x[i]) for j in range(4) if j != i])
               for i in range(4)]
    lattice = metric_lattice(cell, eps, 6 * cuts[-1])
    if with_origin:
        lattice = np.vstack([lattice, np.zeros(3)])
    result = []
    for y in np.atleast_2d(points) @ metric_factor(eps):
        d2 = np.sum((lattice - y) ** 2, axis=1)
        w = 1 / (root * np.sqrt(d2))
        values = [np.sum(w * np.exp(-d2 / c**2))
                  - 2 * np.pi * c**2 / volume(cell) for c in cuts]
        result.append(np.dot(weights, values))
    return np.array(result)


def point_energy(cell, eps):
    return 0.5 * point_potential(np.zeros(3), cell, eps)[0]


def density(r, eps, s):
    d2 = np.sum((r @ metric_factor(eps)) ** 2, axis=-1)
    norm = (2 * np.pi) ** 1.5 * s**3 * np.sqrt(np.linalg.det(eps))
    return np.exp(-d2 / (2 * s**2)) / norm


def isolated_potential(r, eps, s):
    d = np.linalg.norm(r @ metric_factor(eps), axis=-1)
    return erf(d / (np.sqrt(2) * s)) / (np.sqrt(np.linalg.det(eps)) * d)


def isolated_energy_quadrature(eps, s):
    """Half the integral of density times potential on a real-space grid."""
    lam, vec = np.linalg.eigh(eps)
    t = np.linspace(-8, 8, 42)
    z = np.stack(np.meshgrid(t, t, t, indexing="ij"), -1).reshape(-1, 3)
    r = (z * s * np.sqrt(lam)) @ vec.T
    element = (t[1] - t[0]) ** 3 * s**3 * np.sqrt(np.prod(lam))
    return 0.5 * element * np.sum(density(r, eps, s) * isolated_potential(r, eps, s))


def isolated_energy_formula(eps, s):
    return 1 / (2 * np.sqrt(np.pi) * s * np.sqrt(np.linalg.det(eps)))


def periodic_solution(cell, eps, s, n=32):
    """Sample the density in real space, solve Poisson's equation by FFT."""
    f = np.fft.fftfreq(n)
    frac = np.stack(np.meshgrid(f, f, f, indexing="ij"), -1)
    rho = np.zeros((n, n, n))
    for shift in itertools.product(range(-2, 3), repeat=3):
        rho += density((frac + np.array(shift)) @ cell, eps, s)
    element = volume(cell) / n**3
    assert abs(rho.sum() * element - 1) < 1e-8
    g = 2 * np.pi * (frac * n) @ np.linalg.inv(cell).T
    geg = np.einsum("...i,ij,...j->...", g, eps, g)
    geg[0, 0, 0] = 1.0
    phi_g = 4 * np.pi * np.fft.fftn(rho) / geg
    phi_g[0, 0, 0] = 0.0
    phi = np.fft.ifftn(phi_g).real
    return 0.5 * element * np.sum(rho * phi), phi


def image_remainder(cell, eps, s):
    d = np.linalg.norm(metric_lattice(cell, eps, 30 * s + 10), axis=1)
    return -0.5 * np.sum(erfc(d / (2 * s)) / d) / np.sqrt(np.linalg.det(eps))


def reciprocal_vectors(cell, gmax):
    bound = np.ceil(gmax * np.linalg.norm(cell, axis=1) / (2 * np.pi)).astype(int)
    axes = [np.arange(-b, b + 1) for b in bound]
    m = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    m = m[np.any(m != 0, axis=1)]
    return 2 * np.pi * m @ np.linalg.inv(cell).T


def spherical_shift(cell, eps, c):
    """Periodic minus isolated energy of a Gaussian with covariance c^2 * 1."""
    g = reciprocal_vectors(cell, 6.2 / c)
    g2 = np.sum(g * g, axis=1)
    periodic = 2 * np.pi / volume(cell) * np.sum(
        np.exp(-c**2 * g2) / np.sum((g @ eps) * g, axis=1))
    mu, wmu = np.polynomial.legendre.leggauss(60)
    angle = np.arange(64) * 2 * np.pi / 64
    sin = np.sqrt(1 - mu**2)[:, None]
    n = np.stack([sin * np.cos(angle), sin * np.sin(angle),
                  mu[:, None] + 0 * angle], -1)
    inverse = 1 / np.einsum("...i,ij,...j->...", n, eps, n)
    solid = np.sum(wmu[:, None] * inverse) * 2 * np.pi / 64
    return periodic - solid * np.sqrt(np.pi) / (2 * c) / (4 * np.pi**2)


# Worked example and a low-symmetry test case
a_len, c_len, eps_in, eps_out, s0, charge = 16.0, 12.0, 15.0, 6.0, 0.4, -1
hexagonal = np.array([[a_len, 0, 0],
                      [-a_len / 2, a_len * np.sqrt(3) / 2, 0],
                      [0, 0, c_len]])
eps_hex = np.diag([eps_in, eps_in, eps_out])
triclinic = np.array([[9.0, 0, 0], [2.0, 10.0, 0], [-1.0, 1.5, 11.0]])
eps_tri = np.array([[6.0, 1.0, 0.5], [1.0, 4.0, -0.7], [0.5, -0.7, 3.0]])

# The isolated potential solves the anisotropic Poisson equation
lam, vec = np.linalg.eigh(eps_tri)
r0, h = np.array([0.5, -0.4, 0.6]), 0.01
operator = sum(lam[k] * (isolated_potential(r0 + h * vec[:, k], eps_tri, 0.5)
                         + isolated_potential(r0 - h * vec[:, k], eps_tri, 0.5)
                         - 2 * isolated_potential(r0, eps_tri, 0.5)) / h**2
               for k in range(3))
source = -4 * np.pi * density(r0, eps_tri, 0.5)
assert abs(operator / source - 1) < 1e-3

# Energy shift, remainder included, on both cells
rows, worst = [], 0.0
e_point = {}
for name, cell, eps, widths in (("hex", hexagonal, eps_hex, (s0, 0.8, 1.2)),
                                ("tri", triclinic, eps_tri, (0.5, 1.0))):
    e_point[name] = point_energy(cell, eps)
    for s in widths:
        e_iso = isolated_energy_quadrature(eps, s)
        assert abs(e_iso / isolated_energy_formula(eps, s) - 1) < 1e-8
        e_per = periodic_solution(cell, eps, s)[0]
        width_term = 2 * np.pi * s**2 / volume(cell)
        rest = image_remainder(cell, eps, s)
        error = e_per - e_iso - (e_point[name] + width_term + rest)
        worst = max(worst, abs(error))
        assert abs(error) < 1e-8, (name, s, error)
        if name == "hex":
            rows.append((s, e_per, e_iso, width_term, rest))

# Mean-value step: average of the regular potential over the pair Gaussian
nodes, wts = np.polynomial.hermite_e.hermegauss(5)
wts = wts / np.sqrt(2 * np.pi)
z = np.array(list(itertools.product(nodes, repeat=3)))
wz = np.array([np.prod(w) for w in itertools.product(wts, repeat=3)])
mean_ratio = []
for name, cell, eps in (("hex", hexagonal, eps_hex), ("tri", triclinic, eps_tri)):
    points = np.sqrt(2) * s0 * z @ np.linalg.cholesky(eps).T
    rise = np.dot(wz, point_potential(points, cell, eps)) - 2 * e_point[name]
    mean_ratio.append(rise / (4 * np.pi * s0**2 / volume(cell)))
    assert abs(mean_ratio[-1] - 1) < 1e-3
    # Far from the charges the Gaussian potential is the point one plus a constant
    phi = periodic_solution(cell, eps, s0)[1]
    far = 0.5 * cell.sum(axis=0)
    step = phi[16, 16, 16] - point_potential(far, cell, eps, True)[0]
    assert abs(step / (2 * np.pi * s0**2 / volume(cell)) - 1) < 1e-3

# A spherical Gaussian: width term set by the curvature of the regular potential
det = np.linalg.det(eps_hex)
c_sph = s0 * det ** (1 / 6)
h = 0.5
stencil = np.vstack([h * np.eye(3), -h * np.eye(3)])
laplacian = (np.sum(point_potential(stencil, hexagonal, eps_hex))
             - 12 * e_point["hex"]) / h**2
sph_law = 0.5 * c_sph**2 * laplacian
deviation = []
for scale in (2, 4):
    excess = spherical_shift(scale * hexagonal, eps_hex, c_sph) - e_point["hex"] / scale
    deviation.append(excess * scale**3 / sph_law - 1)
assert abs(deviation[1]) < 0.03 and abs(deviation[1]) < 0.5 * abs(deviation[0])

# Screening that weakens at short distance: extra kernel 4 pi p / (k^2 + kappa^2)
kappa, eps_mean = 2.0, det ** (1 / 3)
p = 1 - 1 / eps_mean
V = volume(hexagonal)
g2 = np.sum(reciprocal_vectors(hexagonal, 6.2 / c_sph) ** 2, axis=1)
lattice_part = 2 * np.pi * p / V * np.sum(np.exp(-c_sph**2 * g2) / (g2 + kappa**2))
free_part = p / np.pi * quad(lambda k: k**2 / (k**2 + kappa**2)
                             * np.exp(-c_sph**2 * k**2), 0, 12 / c_sph,
                             epsabs=1e-13)[0]
nonlocal_shift = lattice_part - free_part
assert abs(nonlocal_shift / (-2 * np.pi * p / (kappa**2 * V)) - 1) < 1e-3

# Report
unit = COULOMB * charge**2
s, e_per, e_iso, width_term, rest = rows[0]
finer = periodic_solution(hexagonal, eps_hex, s0, 40)[0]
iso_tensor = np.eye(3) * np.trace(eps_hex) / 3
d_min = np.linalg.norm(metric_lattice(hexagonal, eps_hex, 12.0), axis=1).min()
sph_total = spherical_shift(hexagonal, eps_hex, c_sph)
print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.5f} eV angstrom")
print(f"charge: {charge} e")
print(f"cell lengths a, c: {a_len:.1f}, {c_len:.1f} angstrom")
print(f"cell volume: {V:.2f} angstrom^3")
print(f"eps in plane, across: {eps_in:.1f}, {eps_out:.1f} (no unit)")
print(f"square root of det eps: {np.sqrt(det):.4f} (no unit)")
print(f"width parameter s: {s0:.2f} angstrom")
print(f"Gaussian spread in plane: {s0 * np.sqrt(eps_in):.4f} angstrom")
print(f"Gaussian spread across: {s0 * np.sqrt(eps_out):.4f} angstrom")
print(f"shortest metric image distance: {d_min:.4f} angstrom")
print(f"periodic energy: {unit * e_per:.6f} eV")
print(f"isolated energy: {unit * e_iso:.6f} eV")
print(f"shift, periodic minus isolated: {unit * (e_per - e_iso):.6f} eV")
print(f"point-charge Madelung energy: {unit * e_point['hex']:.6f} eV")
print(f"width term 2 pi q^2 s^2/V: {unit * width_term:.6f} eV")
print(f"Madelung plus width term: {unit * (e_point['hex'] + width_term):.6f} eV")
print(f"image remainder: {unit * rest:.2e} eV")
print(f"grid change, 32 to 40 points per axis: {unit * (finer - e_per):.1e} eV")
for s, e_per_s, e_iso_s, wt, rem in rows[1:]:
    print(f"s = {s:.1f} angstrom: shift {unit * (e_per_s - e_iso_s):.6f} eV")
    print(f"  Madelung plus width term {unit * (e_point['hex'] + wt):.6f} eV")
    print(f"  image remainder {unit * rem:.3e} eV")
print(f"largest error of full formula, both cells: {COULOMB * worst:.1e} eV")
print(f"mean-value ratio, hexagonal: {mean_ratio[0]:.6f} (no unit)")
print(f"mean-value ratio, triclinic: {mean_ratio[1]:.6f} (no unit)")
print(f"isotropic mean eps: {iso_tensor[0, 0]:.1f} (no unit)")
print(f"Madelung energy with it: {unit * point_energy(hexagonal, iso_tensor):.6f} eV")
change = point_energy(hexagonal, 1.1 * eps_hex) - e_point["hex"]
print(f"Madelung change if eps is 10% larger: {unit * change:.6f} eV")
print(f"spherical Gaussian spread: {c_sph:.4f} angstrom")
print(f"spherical Gaussian shift: {unit * sph_total:.6f} eV")
print(f"its leading width term: {unit * sph_law:.6f} eV")
print(f"its shift minus matched formula: "
      f"{unit * (sph_total - e_point['hex'] - width_term):.6f} eV")
print(f"deviation from its 1/V law, cell x2: {100 * deviation[0]:.3f} %")
print(f"deviation from its 1/V law, cell x4: {100 * deviation[1]:.3f} %")
print(f"short-range screening kappa: {kappa:.1f} 1/angstrom")
print(f"geometric mean eps: {eps_mean:.4f} (no unit)")
print(f"shift from short-range screening: {unit * nonlocal_shift:.6f} eV")
print("every check passed")
```

Output:

```
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
charge: -1 e
cell lengths a, c: 16.0, 12.0 angstrom
cell volume: 2660.43 angstrom^3
eps in plane, across: 15.0, 6.0 (no unit)
square root of det eps: 36.7423 (no unit)
width parameter s: 0.40 angstrom
Gaussian spread in plane: 1.5492 angstrom
Gaussian spread across: 0.9798 angstrom
shortest metric image distance: 4.1312 angstrom
periodic energy: 0.150095 eV
isolated energy: 0.276389 eV
shift, periodic minus isolated: -0.126294 eV
point-charge Madelung energy: -0.131735 eV
width term 2 pi q^2 s^2/V: 0.005441 eV
Madelung plus width term: -0.126294 eV
image remainder: -8.01e-14 eV
grid change, 32 to 40 points per axis: 2.5e-17 eV
s = 0.8 angstrom: shift -0.110045 eV
  Madelung plus width term -0.109970 eV
  image remainder -7.540e-05 eV
s = 1.2 angstrom: shift -0.087384 eV
  Madelung plus width term -0.082764 eV
  image remainder -4.620e-03 eV
largest error of full formula, both cells: 9.4e-09 eV
mean-value ratio, hexagonal: 1.000011 (no unit)
mean-value ratio, triclinic: 0.999987 (no unit)
isotropic mean eps: 12.0 (no unit)
Madelung energy with it: -0.122008 eV
Madelung change if eps is 10% larger: 0.011976 eV
spherical Gaussian spread: 1.3298 angstrom
spherical Gaussian shift: -0.126915 eV
its leading width term: 0.004670 eV
its shift minus matched formula: -0.000621 eV
deviation from its 1/V law, cell x2: 0.634 %
deviation from its 1/V law, cell x4: -0.040 %
short-range screening kappa: 2.0 1/angstrom
geometric mean eps: 11.0521 (no unit)
shift from short-range screening: -0.007733 eV
every check passed
```
